\section*{Percolation Exponent of Nearest-Neighbour Hopping Among Random Trap Sites}

\section*{Problem}

Electrons hop between identical traps placed independently and uniformly in three dimensions, with density $N$. A trapped state falls off as $e^{-r/a}$, and $aN^{1/3}\ll1$. Spheres of equal radius centred on such random points first form a sample-wide cluster when each sphere overlaps, on average, $2.7$ others.

\begin{enumerate}
\item[(a)] Show that at low field the hopping system is a network of resistors, and find how the conductance of a pair depends on its separation $r$.
\item[(b)] Show that the leading exponent of the conductivity is fixed by a critical separation $r_c$.
\item[(c)] Deduce that
\begin{equation}
\sigma\sim\exp\left(-\frac{1.73}{aN^{1/3}}\right),
\label{target}
\end{equation}
and compare $r_c$ with the mean distance to the nearest site.
\item[(d)] Evaluate the exponent for traps of depth $1.5$ eV and density $10^{19}\,\mathrm{cm^{-3}}$ at 300 K, with tunnelling mass $0.5\,m_e$. These are rough values for a silicon-nitride charge-trap layer. What does a tenfold higher density do?
\item[(e)] Estimate the effects of energy differences, field, emission to the band, and a layer thickness of 6 nm.
\end{enumerate}

\section*{Solution}

\subsection*{(a) From hopping rates to resistors}

Let $f_i$ be the mean occupation of site $i$, and treat the occupations of different sites as independent. The rate of hops from $i$ to $j$ is $W_{ij}f_i(1-f_j)$. Detailed balance requires
\begin{equation}
\frac{W_{ji}}{W_{ij}}=e^{(\varepsilon_j-\varepsilon_i)/kT},
\end{equation}
where $\varepsilon_i$ includes the electrostatic energy. Define a local electrochemical potential $\mu_i$ by
\begin{equation}
\frac{f_i}{1-f_i}=e^{(\mu_i-\varepsilon_i)/kT}.
\end{equation}
The ratio of backward to forward hops is then
\begin{align}
\frac{W_{ji}f_j(1-f_i)}{W_{ij}f_i(1-f_j)}
&=e^{(\varepsilon_j-\varepsilon_i)/kT}\,
e^{(\mu_j-\varepsilon_j)/kT}\,e^{-(\mu_i-\varepsilon_i)/kT}\nonumber\\
&=e^{(\mu_j-\mu_i)/kT}.
\end{align}
The net rate from $i$ to $j$ is therefore
\begin{equation}
W_{ij}f_i(1-f_j)\left[1-e^{(\mu_j-\mu_i)/kT}\right]
\simeq W_{ij}f_i(1-f_j)\frac{\mu_i-\mu_j}{kT},
\end{equation}
where the last form holds for $|\mu_i-\mu_j|\ll kT$. An electron carries charge $-e$, and the voltage is $V_i=-\mu_i/e$. Multiplying the net rate by $-e$ and using $\mu_i-\mu_j=-e(V_i-V_j)$ gives
\begin{equation}
I_{ij}=g_{ij}(V_i-V_j),\qquad
g_{ij}=\frac{e^2}{kT}W_{ij}f_i(1-f_j).
\end{equation}
To this order, $W_{ij}$ and the occupations take their equilibrium values. This is Ohm's law for each pair, and current conservation at each site is Kirchhoff's law.

On the line joining two sites, the distances to them add up to $r$. The product of the two tails is thus $e^{-r_1/a}e^{-r_2/a}=e^{-r/a}$, which sets the transfer amplitude. The rate is proportional to its square. For identical traps every other factor is common, apart from powers of $r$ that do not affect the leading exponent, so
\begin{equation}
g(r)=g_0e^{-2r/a}.
\label{bond}
\end{equation}

\subsection*{(b) Why one separation sets the exponent}

Join all pairs closer than $r$. Let $r_c$ be the value of $r$ at which an unbounded cluster first appears. Two bounds show that $r_c$ controls the conductivity. They rest on the fact that the actual voltages minimize the dissipated power,
\begin{equation}
P=\min_{\{V_i\}}\sum_{\langle ij\rangle}g_{ij}(V_i-V_j)^2,
\end{equation}
at a fixed applied voltage. Setting the derivative with respect to an interior $V_i$ to zero gives Kirchhoff's law. If any $g_{ij}$ is increased, the sum increases or stays the same for every choice of voltages, and so does its minimum. Raising a conductance therefore cannot lower $\sigma$, and lowering one cannot raise it.

\textit{Lower bound.} Choose a small $\delta>0$. Delete all bonds longer than $r_c+\delta$, and reduce every remaining conductance to $g_0e^{-2(r_c+\delta)/a}$. The remaining network lies above threshold, so it conducts:
\begin{equation}
\sigma\ge g_0N^{1/3}\,C\,e^{-2(r_c+\delta)/a},\qquad C>0.
\end{equation}
The number $C$ depends on geometry and $\delta$, but not on $a$.

\textit{Upper bound.} Replace all bonds shorter than $r_-=r_c-\delta$ by perfect conductors. They form finite clusters, and below threshold large clusters are exponentially rare. For the other bonds, and for all $a\le a_1$ with $a_1$ fixed,
\begin{equation}
g(r)=g_0e^{-2r_-/a}e^{-2(r-r_-)/a}
\le g_0e^{-2r_-/a}e^{-2(r-r_-)/a_1}.
\end{equation}
A trial voltage that is constant on each cluster and follows the applied field from cluster to cluster gives a finite power per volume. Hence
\begin{equation}
\sigma\le g_0N^{1/3}\,D\,e^{-2(r_c-\delta)/a},
\end{equation}
with $D$ finite and independent of $a$.

Take logarithms of both bounds and multiply by $aN^{1/3}$:
\begin{align}
-2(r_c+\delta)N^{1/3}+aN^{1/3}\ln C
&\le aN^{1/3}\ln\frac{\sigma}{g_0N^{1/3}}\nonumber\\
&\le-2(r_c-\delta)N^{1/3}+aN^{1/3}\ln D.
\end{align}
As $aN^{1/3}\to0$ at fixed $\delta$, the terms with $C$ and $D$ vanish. Since $\delta$ can then be made as small as desired,
\begin{equation}
\lim_{aN^{1/3}\to0}\,aN^{1/3}\ln\frac{\sigma}{g_0N^{1/3}}=-2r_cN^{1/3}.
\label{limit}
\end{equation}
Physically, much shorter hops are so easy that they act as short circuits, and much longer hops are bypassed. The current must still pass hops of length near $r_c$, because shorter ones alone do not cross the sample.

\subsection*{(c) The coefficient 1.73}

Two spheres of radius $R$ overlap when their centres are closer than $2R$. Joining sites closer than $r$ therefore corresponds to spheres of radius $R=r/2$. The mean number of bonds per site is the mean number of other sites within $r$:
\begin{equation}
B=\frac{4\pi}{3}Nr^3=8N\,\frac{4\pi}{3}R^3.
\label{bonds}
\end{equation}
For independent sites the probability that a point lies in no sphere is $e^{-4\pi NR^3/3}=e^{-B/8}$. At $B=2.7$ the spheres cover a fraction $1-e^{-2.7/8}=0.286$ of the volume, so a connected path exists although most of the volume is empty.

Setting $B=2.7$ at $r=r_c$ in (\ref{bonds}) gives
\begin{equation}
r_c=\left(\frac{3\times2.7}{4\pi}\right)^{1/3}N^{-1/3}=0.864\,N^{-1/3}.
\end{equation}
The exponent in (\ref{limit}) becomes
\begin{equation}
-\frac{2r_c}{a}=-\frac{2\times0.864}{aN^{1/3}}=-\frac{1.73}{aN^{1/3}},
\end{equation}
which is (\ref{target}). The symbol $\sim$ there means equality of leading exponents; a more slowly varying prefactor remains.

The critical number can be checked by placing random sites in a periodic box and adding bonds in order of length until a cluster closes on itself around the box. The median threshold is $B=2.745$ for 1000 sites and $2.755$ for 8000. The larger box gives $2r_cN^{1/3}=1.739$, which is 0.7\% above the value from $B=2.7$. The cube root makes the exponent insensitive to small errors in $B$.

\textit{The nearest site.} The probability of finding no other site within $r$ is $e^{-cr^3}$, with $c=4\pi N/3$. The mean nearest distance is the integral of this probability. With $t=cr^3$ and $dr=\tfrac13c^{-1/3}t^{-2/3}dt$,
\begin{align}
\langle r_{\rm nn}\rangle
&=\int_0^\infty e^{-cr^3}dr
=\frac{c^{-1/3}}{3}\int_0^\infty t^{-2/3}e^{-t}dt\nonumber\\
&=\Gamma\!\left(\tfrac43\right)\left(\frac{4\pi N}{3}\right)^{-1/3}
=0.554\,N^{-1/3}.
\end{align}
Using this distance in (\ref{bond}) would give a coefficient of 1.11. That describes a typical easiest hop from a site. Such hops often lead back and forth within a small group, and a direct current needs the longer hops between groups. ``Nearest-neighbour hopping'' thus names a regime in which distance, rather than energy, selects the path.

\textit{Approach to the limit.} Put $x=1/(aN^{1/3})$. Kirchhoff's equations were solved for 14 periodic samples of 1200 random sites. Bonds longer than $1.6N^{-1/3}$ were omitted, and the strongest conductances were capped. The same samples serve all three values of $x$, so differences between rows are more precise than the rows themselves. The results, with sampling errors of up to about 0.1, are
\begin{center}
\begin{tabular}{ccc}
$x$ & $\ln[\sigma/(g_0N^{1/3})]$ & after adding $1.728x$\\
8 & $-15.68$ & $-1.86$\\
12 & $-23.00$ & $-2.27$\\
16 & $-30.20$ & $-2.56$
\end{tabular}
\end{center}
The slope of $-\ln\sigma$ is 1.83 between the first two points and 1.80 between the last two, with a sampling error of 0.01 on the latter. The slope is still 4\% above 1.73. The last column falls roughly as $-\ln x$, so a prefactor proportional to $1/x$ describes these three points; whether that power persists at larger $x$ is not settled here. At $x=16$, bonds within 20\% of $r_c$ dissipate 98\% of the power, as the argument in (b) leads one to expect.

When $aN^{1/3}$ is not small, bonds of many lengths conduct comparably and no single separation dominates. The tails then also overlap strongly, and the assumption of localized states itself becomes doubtful.

\subsection*{(d) A silicon-nitride trap layer}

Outside a short-range trap, the radial function $u=r\psi$ of an $s$ state obeys $-(\hbar^2/2m)u''=-E_tu$. Inserting $u\propto e^{-r/a}$ gives $\hbar^2/(2ma^2)=E_t$, so
\begin{equation}
a=\frac{\hbar}{\sqrt{2mE_t}}=0.225\ \mathrm{nm}.
\end{equation}
The factor $1/r$ in $\psi$ affects only the prefactor. The density is $0.01\,\mathrm{nm^{-3}}$, hence
\begin{align}
N^{-1/3}&=4.64\ \mathrm{nm}, & x&=\frac{4.642}{0.2254}=20.6,\\
r_c&=0.864\times4.642=4.01\ \mathrm{nm}, &
\frac{2r_c}{a}&=\frac{2\times4.010}{0.2254}=35.6.
\end{align}
The exponential factor is $3.5\times10^{-16}$. With a rough attempt rate of $10^{13}\,\mathrm{s^{-1}}$ and no thermal barrier, one critical hop takes
\begin{equation}
t_c=\frac{e^{35.58}}{10^{13}\,\mathrm{s^{-1}}}=2.8\times10^2\ \mathrm{s}.
\end{equation}

At tenfold density, with $a$ and temperature held fixed, the exponent falls to $35.58/10^{1/3}=16.5$. The exponential factor grows by $e^{35.58-16.51}=1.9\times10^8$. The prefactor also rises with density, so the conductivity grows by several times more. Locally, since the exponent varies as $N^{-1/3}$,
\begin{equation}
\frac{d}{d\ln N}\left(-\frac{2r_c}{a}\right)=\frac13\,\frac{2r_c}{a}=11.9,
\end{equation}
so a 1\% rise in trap density raises this factor by about 12\%. The decay length matters even more: if $a$ is 10\% larger, the exponent drops by 3.2 and the exponential factor grows about 25-fold.

\subsection*{(e) What the simple model leaves out}

\textit{Energy differences.} Suppose each conductance carries an extra factor $e^{-\varepsilon_{ij}/kT}$ with $0\le\varepsilon_{ij}\le\varepsilon_{\max}$. By the monotonicity shown in (b), the conductivity lies between its value without this factor and that value times $e^{-\varepsilon_{\max}/kT}$. Take a rough total level spread of 0.1 eV, with the Fermi level inside it, as $\varepsilon_{\max}$, and a rough common lattice barrier of 0.2 eV. At $kT=0.02585$ eV they add at most
\begin{equation}
\frac{0.1+0.2}{0.02585}=11.6
\end{equation}
to the exponent, which is then at most 47.2. At the attempt rate assumed in (d), the critical hop takes up to $3.1\times10^7$ s, about a year. That rate is uncertain by one or two powers of ten, and so is the time. The common barrier changes the magnitude of $\sigma$ but not its dependence on $N$.

The Coulomb energy of two charges one spacing apart, for a rough static permittivity of 7, is 0.044 eV, or $1.7\,kT$. Correlations between occupations, neglected in (a), may thus shift the exponent by an amount of order one.

\textit{Field.} An electron making a critical hop directly against the field gains the energy $eFr_c$. This equals $kT$ at
\begin{equation}
F=\frac{kT}{er_c}=0.064\ \mathrm{MV/cm}.
\end{equation}
In the random network the voltage concentrates on the hardest hops, so in the bulk the drop across them is typically a few times larger than this uniform-field estimate, and about ten times larger on the most loaded hops. Along the 6 nm layer treated below, the typical drop is already about ten times larger. The linear theory therefore needs fields well below this value.

\textit{Emission to the band.} At zero field the emission exponent is $E_t/kT=58.0$, above the upper estimate of 47.2 for activated hopping. With a total hopping barrier $E_h=0.3$ eV, the two exponents are equal when $E_t/kT=2r_c/a+E_h/kT$, that is, at
\begin{equation}
T=\frac{E_t-E_h}{k\,(2r_c/a)}=300\ \mathrm{K}\times\frac{1.2}{0.02585\times35.58}
=391\ \mathrm{K}.
\end{equation}
This takes the level spread at its largest cost; a smaller cost would raise the crossover temperature. It also compares exponents alone, and the prefactors would move the crossover.

If the empty trap is positively charged, a field lowers its barrier. At a distance $r$ from the trap, in the direction opposite to the field, the electron energy is $-A/r-eFr$ with $A=e^2/(4\pi\epsilon)$. Its maximum lies at $r_0=\sqrt{A/(eF)}$, where both terms equal $-\sqrt{AeF}$. The lowering is therefore
\begin{equation}
\Delta=2\sqrt{AeF}=\sqrt{\frac{e^3F}{\pi\epsilon}}.
\end{equation}
For a rough fast permittivity of 4 and $F=1$ MV/cm, $\Delta=0.379$ eV, and the emission exponent drops to 43.3. This cannot be compared directly with the upper estimate of 47.2 for activated hopping, which assumes short-range traps. The attraction of positively charged empty traps would also thin the tunnelling barrier between them, and for permittivities between 4 and 7 a rough tunnelling estimate lowers the hopping exponent by about 3 to 6. These inputs therefore do not rank the two processes. Since 1 MV/cm is far outside the linear regime of hopping, equation (\ref{target}) should not be used there in any case.

\textit{Thin layer.} A 6 nm layer is only 1.3 site spacings thick. A path inside it would also be a path in the bulk, so confinement cannot lower the critical separation for transport along the layer. Bond addition in a slab gives $r_c=5.30$ nm with 1000 sites and 5.34 nm with 4000, a shift of about 1\%. In a layer of unlimited extent $r_c$ is slightly larger still, which adds a few tenths to the exponent below. The 4000-site sample gives
\begin{equation}
\left(\frac{2r_c}{a}\right)_{\rm slab}=\frac{2\times5.344}{0.2254}=47.4,
\end{equation}
which is 11.8 above the bulk exponent. The conductivity falls by less than $e^{11.8}$, because the prefactors of a thin layer and of the bulk differ: solving Kirchhoff's equations for both gives a ratio of about $10^4$. Transport across the layer takes so few hops that a bulk conductivity is not a suitable description.

\textit{The real case.} Charge-trap memories use nitride layers several nanometres thick, so the 6 nm case is closer to a device than the bulk one. The chosen trap density and depth are of the usual order, but both vary with deposition, and the mass is uncertain. The assumption of a bulk sample fails most plainly. Adding the activation term, at most 11.6, to the slab exponent gives at most about 59, close to the zero-field emission exponent of 58.0. For these inputs the model therefore does not decide whether hopping or emission governs charge spreading along a thin layer at 300 K. For these inputs the exponent along a film 30 nm thick is still about 2 above the bulk value. The bulk formula therefore suits films much thicker than this, at low field and moderate temperature, with traps dense enough for hopping to outdo emission but still sparse enough that $aN^{1/3}\ll1$. The numerical output below lists the inputs and most of the results.

\section*{Numbers as computed}
\begin{verbatim}
PERCOLATION (lengths in N^(-1/3))
critical bond number used: 2.7
critical radius r_c: 0.8638
coefficient 2 r_c: 1.7276
simulated bond number, 1000 sites: 2.745
simulated bond number, 8000 sites: 2.755
simulated 2 r_c, 8000 sites: 1.7392
bonds per site counted at r_c: 2.709
covered volume fraction, formula: 0.2864
covered volume fraction, sampled: 0.2835
mean nearest distance, formula: 0.5540
mean nearest distance, sampled: 0.5502
coefficient from nearest distance: 1.1079
RESISTOR NETWORK, x = 1/(a N^(1/3))
sites per sample, samples: 1200, 14
x = 8: ln sigma = -15.683, plus 2 r_c x = -1.862
x = 12: ln sigma = -23.000, plus 2 r_c x = -2.268
x = 16: ln sigma = -30.199, plus 2 r_c x = -2.557
-slope of ln sigma, x 8 to 12: 1.829
-slope of ln sigma, x 12 to 16: 1.800
standard error of the last slope: 0.008
power in bonds within 20% of r_c, x = 16: 0.976
EXAMPLE: nitride trap layer, rough typical inputs
trap density: 1.0e+19 cm^-3
trap depth: 1.5 eV; mass: 0.5 m_e
temperature: 300 K; kT: 0.02585 eV
attempt rate: 1e+13 s^-1
decay length a: 0.2254 nm
site spacing N^(-1/3): 4.642 nm
a N^(1/3): 0.04856; x: 20.59
critical hop r_c: 4.010 nm
exponent 2 r_c/a: 35.58
factor exp(-2 r_c/a): 3.53e-16
critical hop time, no activation: 2.83e+02 s
exponent at tenfold density: 16.51
gain of exponential factor: 1.90e+08
NEGLECTED EFFECTS
level spread, lattice barrier: 0.1, 0.2 eV
their sum over kT: 11.60
hop time with activation: 3.10e+07 s
permittivity, static and fast: 7.0, 4.0
Coulomb energy at spacing: 0.0443 eV
field with e F r_c = kT: 0.0645 MV/cm
emission exponent, zero field: 58.02
barrier lowering at 1.0 MV/cm: 0.379 eV
emission exponent at that field: 43.34
hopping exponent with activation: 47.18
equal exponents at zero field: 391 K
exponent drop if a is 10% larger: 3.23
layer: 6.0 nm = 1.293 spacings
slab r_c, 1000 sites: 5.298 nm
slab r_c, 4000 sites: 5.344 nm
slab exponent along the layer: 47.42
\end{verbatim}
